# Why a vacancy t2 level splits away from Gamma without distortion

A vacancy is made in a diamond-structure crystal by removing one atom from a cubic supercell, with every other atom held at its ideal site. At \(\Gamma\) the gap contains a threefold degenerate \(t_2\) level. At the sampling point \((1/4,1/4,1/4)\) the same cell shows a single level and a pair, the pattern expected after a trigonal Jahn-Teller distortion. Yet no atom has moved. The splitting comes from the phase relation between the vacancy and its periodic images, which has lower symmetry than the vacancy itself.

## What the wavevector does to the symmetry

Let the vacancies form a simple cubic lattice of edge \(L\), and write wavevectors as \(\mathbf K\) in units of \(2\pi/L\). Spin-orbit coupling is omitted, spins are paired, and the one-electron potential is assumed to have the full tetrahedral symmetry \(T_d\) about each vacancy. All 24 operations \(R\) of \(T_d\) keep the vacancy fixed, so no fractional translations enter.

A Bloch state obeys \(\psi_{\mathbf K}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi_{\mathbf K}(\mathbf r)\), with \(\mathbf k=2\pi\mathbf K/L\) and \(\mathbf T\) a supercell translation. Define \((U_R\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)\). Then
\[
(U_R\psi_{\mathbf K})(\mathbf r+\mathbf T)
=\psi_{\mathbf K}(R^{-1}\mathbf r+R^{-1}\mathbf T)
=e^{i\mathbf k\cdot R^{-1}\mathbf T}(U_R\psi_{\mathbf K})(\mathbf r)
=e^{i(R\mathbf k)\cdot\mathbf T}(U_R\psi_{\mathbf K})(\mathbf r).
\]
The last step holds because \(R\) preserves scalar products. The rotated state has the same energy but belongs to \(R\mathbf K\). It belongs to the original wavevector only if
\[
R\mathbf K=\mathbf K+\mathbf G ,
\]
where \(\mathbf G\) is a reciprocal vector of the supercell lattice, here a triple of integers. The operations that satisfy this form the little group. Apart from time reversal, treated below, only they can enforce degeneracy at \(\mathbf K\).

With axes along the cube edges, \(T_d\) consists of the permutations of \((x,y,z)\) combined with an even number of minus signs. At \(\Gamma\) all 24 operations qualify. At \(\mathbf K=(1/4,1/4,1/4)\) a minus sign changes a component by \(-1/2\), which is not an integer. Only the six pure permutations remain: the identity, two threefold rotations about [111] and three mirrors. They form \(C_{3v}\).

The three \(t_2\) orbitals transform like \(x,y,z\). The trace of a permutation matrix is the number of coordinates left in place, so their characters are 3, 0 and 1 for the identity, the rotations and the mirrors. The \(C_{3v}\) characters in the same order are \(a_1:(1,1,1)\), \(a_2:(1,1,-1)\) and \(e:(2,-1,0)\). The multiplicities are therefore
\[
m(a_1)=\tfrac16[3+2(0)+3(1)]=1,\qquad
m(a_2)=\tfrac16[3+2(0)-3(1)]=0,
\]
\[
m(e)=\tfrac16[3(2)+2(0)(-1)+3(1)(0)]=1 .
\]
Thus \(t_2\to a_1+e\). The singlet is \((x+y+z)/\sqrt3\), and the pair spans the two combinations orthogonal to it.

## Why one point forbids the splitting and the other allows it

The same result can be read from the \(3\times3\) Hamiltonian \(H(\mathbf K)\) in the basis \(x,y,z\). At \(\Gamma\), the twofold rotation about \(z\) reverses \(x\) and \(y\). Invariance gives \(H_{xz}=-H_{xz}\) and \(H_{yz}=-H_{yz}\), so both vanish. The rotation about \(x\) removes \(H_{xy}\). Cyclic permutation makes the diagonal elements equal, and \(H\) is a multiple of the unit matrix.

At the quarter point the twofold rotations are absent. Cyclic permutation still makes the diagonal elements equal, to \(d\), and relates the off-diagonal ones. The mirror \(x\leftrightarrow y\) gives \(H_{xy}=H_{yx}\), while Hermiticity gives \(H_{yx}=H_{xy}^*\). All off-diagonal elements thus equal one real number \(h\):
\[
H=\begin{pmatrix}d&h&h\\h&d&h\\h&h&d\end{pmatrix}.
\]
Acting on \((1,1,1)\) gives \(d+2h\). Acting on any vector whose components sum to zero gives \(d-h\). Hence
\[
\Delta\equiv E(a_1)-E(e)=3h .
\]
Symmetry allows \(h\) but does not fix its sign or size. It may vanish by accident, which is why the level splits generally rather than necessarily.

Time reversal does not restore the degeneracy. It sends \(\mathbf K\) to \(-\mathbf K\), and could act within one wavevector only if some \(R\) brought \(-\mathbf K\) back to \(\mathbf K+\mathbf G\). That needs three minus signs, an odd number, which \(T_d\) does not contain. It does, however, make the levels at \(\pm\mathbf K\) equal. Of the eight points \((\pm1/4,\pm1/4,\pm1/4)\), \(T_d\) connects those with an even number of minus signs, and time reversal links these to the rest. All eight have the same split levels.

## The shape of the cell matters

"Cubic supercell" is not specific enough. If \((1/4,1/4,1/4)\) denotes fractions of primitive reciprocal vectors, its Cartesian position depends on the lattice of vacancies. Let \(L\) now be the conventional cube edge.

- For an fcc superlattice the primitive reciprocal vectors sum to \((1,1,1)\). The point is again \((1/4,1/4,1/4)\) in Cartesian units, and the splitting is allowed.
- For a bcc superlattice they sum to \((2,2,2)\), so the point is \((1/2,1/2,1/2)\). Reversing two components changes \(\mathbf K\) by integers with an even sum, which is a bcc reciprocal vector. All of \(T_d\) survives and the level stays threefold.

The corner \((1/2,1/2,1/2)\) of the simple cubic zone also keeps all of \(T_d\), since there any integer triple is a reciprocal vector. Leaving \(\Gamma\) is therefore not enough to split the level; the little group must shrink suitably.

## Where the energy comes from

Suppose the vacancy band can be described by three real localized \(t_2\) functions per cell. Let \(t_{ij}(\mathbf n)\) be the matrix element between function \(i\) in the home cell and \(j\) in the cell at \(L\mathbf n\). Then
\[
H_{ij}(\mathbf K)=\sum_{\mathbf n}t_{ij}(\mathbf n)e^{2\pi i\mathbf K\cdot\mathbf n},
\qquad t_{ij}(-\mathbf n)=t_{ji}(\mathbf n).
\]
The second relation follows from translation and Hermiticity.

For the nearest image \((1,0,0)\), the twofold rotation about \(x\) removes \(t_{xy}\) and \(t_{xz}\). The operation \((x,y,z)\to(-x,z,-y)\) turns the function \(y\) into \(-z\), turns \(z\) into \(y\), and reverses the image vector. Thus \(t_{yz}(\mathbf n)=-t_{zy}(-\mathbf n)=-t_{yz}(\mathbf n)=0\). Nearest images contribute nothing to \(h\).

For the next shell, set \(w=t_{xy}(1,1,0)\). The rotation about \(z\) gives the same value at \((-1,-1,0)\). The rotation about \(x\) reverses \(y\) and gives \(-w\) at \((1,-1,0)\), and likewise at \((-1,1,0)\). The phases at the quarter point are \(e^{\pm i\pi}=-1\) for the first two images and 1 for the others:
\[
h=w(-1-1)-w(1+1)=-4w,\qquad \Delta=-12w .
\]
The other images of this shell cancel in \(H_{xy}\). For \((1,0,\pm1)\), rotation about \(y\) gives the opposite image with the opposite sign of \(t_{xy}\), while both images have the same phase. Rotation about \(x\) does the same for \((0,1,\pm1)\). At \(\Gamma\) all phases are 1, and \(w+w-w-w=0\).

Images of type \((1,1,1)\) also drop out. Their phases are \(\pm i\), so a pair \(\pm\mathbf n\) contributes an imaginary number to \(H_{xy}\), whereas symmetry requires each complete shell to contribute a real one. The result \(-12w\) is thus the leading-shell form; some farther shells can add to it.

## How large it is in a silicon-like model

The example uses a nearest-neighbour tight-binding model with \(s,p_x,p_y,p_z,s^*\) orbitals. Its rounded parameters are chosen to resemble silicon, with the \(p\) energy set so that the valence top lies at zero: on-site energies \(-4.20\), 1.707 and 6.70 eV for \(s,p,s^*\), and hoppings \(ss\sigma=-2.08\), \(sp\sigma=2.48\), \(s^*p\sigma=2.33\), \(pp\sigma=2.72\), \(pp\pi=-0.72\) eV. Hoppings scale as the inverse square of bond length. The lattice constant is roughly 0.543 nm. The valence top is the zero of energy, and the computed gap is 1.165 eV.

Removing an atom is equivalent to raising its five orbitals by an energy \(U\) and letting \(U\to\infty\). If \(G(E)\) is the host Green function on that site, bound levels obey \(\det(1-UG)=0\), which becomes \(\det G=0\). For \(N\) host wavevectors \(\mathbf q\) that fold onto \(\mathbf K\),
\[
G(E)=\frac1N\sum_{\mathbf q,b}\frac{c_{b\mathbf q}c_{b\mathbf q}^{\dagger}}{E-\varepsilon_{b\mathbf q}},
\]
where \(c_{b\mathbf q}\) holds the amplitudes of band \(b\) on the site. Numerical root finding in each symmetry sector gives the levels below, in eV. Sites are counted before removal, and the \(a_1\) entry is the highest \(a_1\) level in the gap.

| Sites | \(L\) (nm) | \(t_2\), \(\Gamma\) | \(a_1\) | \(e\) | \(\Delta\) |
|---:|---:|---:|---:|---:|---:|
| 64 | 1.086 | 0.574 | 0.477 | 0.537 | −0.060 |
| 216 | 1.629 | 0.517 | 0.492 | 0.512 | −0.019 |
| 512 | 2.172 | 0.508 | 0.502 | 0.507 | −0.005 |
| 1728 | 3.258 | 0.505 | 0.505 | 0.505 | −0.0004 |

From 4096 to 8000 sites, the \(\Gamma\) level changes by 0.02 meV and \(\Delta\) by 0.03 meV. The isolated level is 0.505 eV. All three levels approach it, as expected for an image interaction. The formula \(\Delta=-12w\) should not be used to extract \(w\) from the 64-site cell, because the model has another vacancy level in the gap. It is fully symmetric and lies at 0.364 eV at \(\Gamma\), where symmetry keeps it apart from \(t_2\). At the quarter point it has the same \(a_1\) symmetry as the singlet from \(t_2\), and the two mix strongly, giving levels at 0.409 and 0.477 eV. The table lists the upper one. On the four neighbours it is about 62% fully symmetric and 38% \(t_2\) in character, so the 64-site \(\Delta\) is not a pure \(t_2\) splitting. In the 216-site cell the mixing is weak, and the upper \(a_1\) state comes almost entirely from \(t_2\).

The other cell shapes follow the symmetry argument. A 128-site fcc cell gives \(\Delta=-0.032\) eV at its quarter point, while a 256-site bcc cell gives zero to the printed microelectronvolt.

Degeneracy at \(\Gamma\) does not mean convergence. In the 64-site cell the \(\Gamma\) level is \(0.574-0.505=0.069\) eV too high relative to the isolated limit. The weighted quarter-point mean, \((0.4767+2\times0.5365)/3\simeq0.517\) eV, is only 0.012 eV too high. Mixing of the two \(a_1\) levels makes this mean an imperfect test. In the 216-site cell, where mixing is weak, the mean is 0.505 eV, against 0.517 eV at \(\Gamma\). The three-function model is consistent with this: nearest images enter the mean with the factor \(2\cos(\pi/2)=0\) at the quarter point, but add in phase at \(\Gamma\).

## Band filling turns a false splitting into a false force

The neutral vacancy has two electrons for its \(t_2\) level. At \(\Gamma\), a symmetric reference state shares them equally, two thirds of an electron in each orbital. At the quarter point of the 64-site cell, \(a_1\) lies lower and takes both. An open shell has become a closed one with a 0.060 eV separation, and its density has only trigonal symmetry.

The effect on the atoms can be seen from the derivative of the band energy, with orbitals refilled but the potential not made self-consistent. With one quarter point, the outward force is 75.8 eV/nm on the neighbour along [111] and 94.4 eV/nm on each of the other three. These large forces omit the repulsive pair energy that would balance much of them. At the ideal geometry that repulsion is equal on all four neighbours and cancels in the difference, \(75.8-94.4=-18.6\) eV/nm.

With the two electrons removed, the difference is \(+4.2\) eV/nm. Filling \(a_1\) therefore contributes \(-18.6-4.2=-22.8\) eV/nm, and the remaining \(+4.2\) eV/nm comes mostly from the lower gap level at 0.409 eV, which stays filled and gives \(+3.6\) eV/nm; the valence states give \(+0.6\). In this cell that level is about 63% \(t_2\) on the neighbours, so \(t_2\) is not really empty. In the 216-site cell, where the lower level is 98% fully symmetric, the difference with two electrons removed is still \(+4.4\) eV/nm, so in this model an empty \(t_2\) level does not make single-point forces safe. The neutral difference there is \(-18.5\) eV/nm. Unlike the splitting, it has hardly fallen with cell size, because it comes mainly from placing both electrons in one orbital.

Averaging over the star removes the false force. Since \(\rho_{R\mathbf K}(\mathbf r)=\rho_{\mathbf K}(R^{-1}\mathbf r)\), applying an operation of \(T_d\) to the equally weighted sum merely reorders its terms. All four neighbours then feel \((75.8+3\times94.4)/4=89.7\) eV/nm. The levels remain split at every point, however. The average restores the symmetry of the density, not the open shell.

## How a real distortion differs

In the same 64-site cell at \(\Gamma\), moving the [111] neighbour by 1 pm outward or inward gives \(E(a_1)-E(e)=+10.1\) or \(-9.6\) meV. The response is nearly linear and changes sign with the displacement. At 10 pm the values are \(+116\) and \(-75\) meV. A quadratic through these two values and zero reaches \(-60\) meV at an inward displacement of about 7.5 pm. The undistorted cell at the quarter point thus shows a level splitting as large as that from a displacement of about 3% of the 0.235 nm bond. This equivalence is specific to the nearest-neighbour model: with the extended hopping introduced in the next section, a 10 pm inward move gives only \(-36\) meV.

The false force also points inward relative to the other neighbours, the direction that lowers \(a_1\) further. A relaxation using one quarter point can therefore turn a sampling artefact into an actual displacement, which then splits the level at \(\Gamma\) too.

A one-plus-two pattern does not identify the distortion. A tetragonal pairing of the four neighbours gives \(b_2+e\). In this model, moving each by 10 pm splits the level by only 2.8 meV, but the model contains no direct hopping between these neighbours. With the rough extended hopping described in the next section, the same displacement gives \(-58\) meV, so the small value says nothing about the strength of pairing in silicon.

## What carries over to silicon

The symmetry rules carry over to a vacancy with a \(T_d\) potential; the energies do not carry over quantitatively. The model gap is close to silicon's rough 1.1 to 1.2 eV, but the missing hopping between the four neighbours is serious. Extending the inverse-square law to their 0.384 nm separation and diagonalizing the 64-site cell again raises \(t_2\) at \(\Gamma\) from 0.574 to 1.087 eV and changes \(\Delta\) at the quarter point from \(-0.060\) to \(-0.080\) eV. It also lowers the fully symmetric vacancy level below the valence top. First-order theory fails badly here: it predicts a change of \(-1.46\) eV in \(\Delta\), because it ignores how the added hopping separates the two mixed \(a_1\) levels. The extended-hopping levels are not converged in cell size: the 216-site cell gives 0.996 eV at \(\Gamma\) and \(\Delta=-0.012\) eV. In the 64-site cell the false force difference at the quarter point shrinks from \(-18.6\) to \(-6.8\) eV/nm but keeps its sign. The extended hopping is itself a rough guess, so these values show sensitivity and are not corrected values for silicon.

Other omitted effects can be compared with the 0.060 eV splitting. A 10 pm outward breathing of all four neighbours raises the \(\Gamma\) level by 0.14 eV without splitting it. A screened repulsion \(e^2/(4\pi\varepsilon_0\varepsilon_r r)\), with \(\varepsilon_r\) roughly 12 and \(r=0.384\) nm, is 0.31 eV, so the two-electron states need more than orbital filling. Spin-orbit coupling, set to give a rough valence splitting of 40 meV, splits the \(\Gamma\) level by 8 meV; the threefold degeneracy is itself a spin-free statement. The thermal energy at 300 K is 26 meV.

## What to do in a calculation

1. Hold the ideal geometry fixed and compare \(\Gamma\) with the quarter point. A splitting at the quarter point alone, with a symmetric potential, is an image effect.
2. Enlarge the cell at the same fixed geometry. The image splitting must tend to zero; that of a fixed local distortion need not.
3. For forces, include the whole star with equal weights, or symmetrize the density from one representative. If symmetry is switched off, a single quarter point is not a substitute.
4. For a symmetric reference at \(\Gamma\), occupy the three orbitals equally. Check the level position by cell size, because degeneracy does not test it.
5. To look for a real Jahn-Teller distortion, start from displaced geometries of both trigonal and tetragonal type. The symmetric star-averaged state has no symmetry-breaking force, so relaxation from the ideal geometry may stay there even if a lower distorted state exists. Compare energies with the same cell and sampling, then repeat in a larger cell.
